Electron Berry phase and the emergent flux quantum of a skyrmion, part 2

A conduction electron crosses a thin magnetic film containing a skyrmion, where the magnetization points down at the centre and turns smoothly to up at the rim. An electron whose spin follows this texture feels an emergent magnetic field B. We ask how much flux Φ one skyrmion contains.

The algebra is in atomic units, ħ = e = 1, so h/e = 2π. The electron has charge −1 and mass m. With exchange energy J,

H = p²/2m − J n(x,y)·σ,  J > 0.

Here n = (sin θ cos φ, sin θ sin φ, cos θ) is the lower-band spin direction, opposite to the electron's magnetic moment. The lower band has spin state χ = (cos(θ/2), e^(iφ) sin(θ/2)) and energy −J. The upper band lies 2J higher and feels the opposite field. For the lower band

a = −½(1 − cos θ)∇φ,
b = ∂ₓa_y − ∂_y aₓ = −½ n·(∂ₓn × ∂_yn),
γ = ∮ a·dr = −½ ∮ (1 − cos θ) dφ,
H_low = (p − a)²/2m + (1/8m) Σᵢ|∂ᵢn|² − J,
B = −b, or B = (ħ/2e) n·(∂ₓn × ∂_yn) with units restored.

γ is the Berry phase of a closed path, and the Σ term is the scalar potential. Replacing χ by e^(if)χ gives a → a − ∇f. The force is −v × B, apart from the gradient of the scalar potential (section 7).

For slow, smooth turning at speed v, with ∂n taken along the motion, the wrong-spin probability is about (ħv|∂n|/4J)², and coupling to the upper band lowers the energy by about (ħv|∂n|)²/8J. On a circle of constant θ, with φ advancing at the rate ω, the extra phase is (section 4)

δ = π ħω sin²θ / 4J.

The topological charge and flux are (section 9)

Q = (1/4π) ∫ n·(∂ₓn × ∂_yn) dx dy,
Φ = Q h/e.

Q is an integer if n is uniform far away, as shown by multiplying the loop phase factors of small cells; otherwise a fraction is possible.

## 10. A round skyrmion

Let r and β be polar coordinates in the film, and take

θ = θ(r),  φ = wβ + φ₀,

where the integer w is the winding number and φ₀ is a constant. The gradient of θ is radial, with length θ′ = dθ/dr. The gradient of φ points along growing β, with length w/r. Therefore

n·(∂ₓn × ∂_yn) = sin θ θ′ w/r.

The charge inside radius r is

Q(r) = (1/4π) ∫₀^r sin θ θ′ (w/r′) 2πr′ dr′ = (w/2)[cos θ(0) − cos θ(r)].

The constant φ₀ has no influence. For a centre pointing down, θ(0) = π, for surroundings pointing up, and for w = 1, this becomes

Q(r) = −½[1 + cos θ(r)],

which tends to −1 far away. This skyrmion carries Φ = −h/e. Up and down refer here to the spin direction n. If it is the magnetization that points down at the centre, as in section 1, and the electrons of the lower band have their moment parallel to the magnetization, then n points up there and the flux is +h/e. Where the exchange aligns that moment against the magnetization, n follows the magnetization and the flux is −h/e. Reversing either the core and its surroundings or the winding changes the sign of the flux.

The minus sign means that B points down and b is positive. By the force law of section 7, an electron moving along +x has m dv_y/dt = −vₓb and is pushed towards −y.

## 11. Where the flux hides in the loop integral

On a circle of radius r the connection of this skyrmion gives

∮ a·dr = −π[1 − cos θ(r)].

Far away cos θ = 1 and the integral is zero. Stokes' theorem would then seem to say that there is no flux. The theorem requires a smooth a, however, and at the core this fails: φ is undefined at r = 0, while 1 − cos θ equals 2 there. On a tiny circle round the core the integral is −2π.

The correct procedure applies the theorem to the region between the two circles:

∫ b dx dy = (outer) − (inner) = 0 − (−2π) = 2π = −2πQ.

Alternatively one may use the spin state e^(−iφ)χ. By the rule a → a − ∇f with f = −φ, the connection becomes

a + ∇φ = ½(1 + cos θ)∇φ.

It is smooth at the core, and its outer integral is 2π. The same flux now appears entirely at the outer circle.

A loop that encloses the whole skyrmion and stays in the uniform region thus collects a phase 2π, equivalent to no phase at all. An interference experiment with such paths cannot tell whether the skyrmion is there. This does not make the flux fictitious. Electrons that pass through the texture feel the local field B, and loops inside it collect phases that are not multiples of 2π.

## 12. A ring as a flux meter

Suppose an electron is confined to a circle of radius r around the core of the skyrmion with Q = −1. Along the circle p = k/r with integer k, because χ is single-valued there. The connection along the circle is −½(1 − cos θ)/r, and |∂n|² = sin²θ/r². For motion along the circle only, the lower-band Hamiltonian gives

E + J = (ħ²/2mr²) {[k + ½(1 − cos θ)]² + ¼ sin²θ}.

Since Q(r) = −½(1 + cos θ), we have ½(1 − cos θ) = 1 + Q(r). With l = k + 1,

E + J = (ħ²/2mr²) {[l + Q(r)]² + ¼ sin²θ}.

Compare a charge −e on a ring that encloses true magnetic flux Φ. There A = Φ/2πr, and p + A becomes (l + Φ/2π)/r in atomic units. With h/e = 2π this is [l + Φ/(h/e)]/r. The low levels in the texture are those of a ring threaded by Q(r) flux quanta, with one extra common shift from the scalar potential. In a narrow ring of finite width, the radial turning of n adds a further shift. It is nearly the same for all low levels, so it hardly changes their differences, but it can be as large as the level spacing. The shift becomes smaller if the ring is so narrow that its radial levels lie 2J or more apart, because the spin then no longer follows the radial turning. At large |l| the electron is fast, and the coupling to the upper band adds a shift that depends on l. Without the flux, the levels l and −l would coincide. Their splitting reveals the flux inside the ring, up to its sign and up to whole flux quanta, since neither changes the set of levels.

## 13. Worked example: the texture

The profile is

θ(r) = 2 arctan[sinh(R/w₀)/sinh(r/w₀)],

with R = 100 Å and wall width w₀ = 40 Å. It equals π at the centre, π/2 at r = R, and falls off exponentially outside. Further, J = 0.5 eV, and the electron has the free mass and a kinetic energy of 5 eV. These are round model values and describe no particular material.

At r = 80 Å the polar angle is 118.12°, with cosine −0.471. Hence

Q(80 Å) = −½(1 − 0.471) = −0.264.

The Berry phase of this circle is −π(1 + 0.471) = −4.62 rad. Adding 2π gives 1.66 rad, which agrees with −2πQ. The phase obtained from numerically diagonalized spin states, without use of the formula for a, is 1.661 rad.

The enclosed flux grows as follows, in units of h/e:

r = 50 Å: −0.066
r = 100 Å: −0.500
r = 150 Å: −0.925
r = 200 Å: −0.993
r = 300 Å: −0.99995

The circle θ = π/2 encloses half a quantum. A texture that ended there, with its rim lying in the plane, would have Φ = −½ h/e. This is the fractional case allowed in section 9.

The sum of the phases of small cells over the whole texture gives −1.00000 flux quantum, or

Φ = −4.136 × 10⁻¹⁵ Wb.

The same sum was tested for other textures. A changed φ₀ and a stretching by 1.5 leave −1. Reversed winding, or reversed core and surroundings, gives +1. Double winding gives −2, and the upper band of the original skyrmion gives +1.

## 14. Strength of the field

For this skyrmion the local field is

B = (h/e) sin θ θ′/(4πr).

It is strongest at r = 90.5 Å, where it equals −2.12 × 10⁻⁵ (h/e)/Å², or about −8.8 T. Near the centre it is about −2.2 T.

That the maximum lies inside R can be understood from the profile. With u = r/w₀ and S = sinh(R/w₀),

sin θ |θ′| = (4S²/w₀) sinh u cosh u / (S² + sinh²u)².

Its logarithmic derivative with respect to u is

coth u + tanh u − 4 sinh u cosh u/(S² + sinh²u).

At r = R, where sinh u = S, this equals tanh u − coth u, which is negative. The factor 1/r adds another negative term, −1/u. The field is therefore already decreasing at R. Farther out sinh u exceeds S, so the last term is larger in size than 2 coth u and the derivative stays negative. The maximum must lie inside R.

The strength depends on size, while the total flux does not. If all lengths of the texture are divided by a factor λ, both derivatives in the triple product grow by λ. Then B grows as λ² and the area shrinks as 1/λ². Small skyrmions have strong emergent fields.

The scalar potential is weak here. At r = R the vector n turns radially at nearly its largest rate, 0.02535 Å⁻¹, and along the circle at the rate 1/R = 0.01 Å⁻¹. With ħ²/2m = 3.81 eV Å² the potential there is about

¼ × 3.81 × (0.02535² + 0.01²) eV ≈ 0.0007 eV,

to be compared with the kinetic energy of 5 eV. At this speed the coupling to the upper band matters more: for radial motion it lowers the energy by about (8.73 × 0.02535)²/(8 × 0.5) eV ≈ 0.012 eV. This too is small beside 5 eV.

## 15. Ring levels at 80 Å

The energy unit is ħ²/2mr² = 3.81/80² eV = 5.953 × 10⁻⁴ eV. The scalar term is ¼ sin²θ = ¼(1 − 0.471²) = 0.194. For the three lowest levels the formula, evaluated with unrounded values, gives

l = 0: 0.264² + 0.194 = 0.264, or 1.574 × 10⁻⁴ eV,
l = 1: 0.736² + 0.194 = 0.736, or 4.379 × 10⁻⁴ eV,
l = −1: 1.264² + 0.194 = 1.793, or 1.067 × 10⁻³ eV.

Diagonalization of the full Hamiltonian, with both spin components retained, gives 1.573 × 10⁻⁴, 4.379 × 10⁻⁴ and 1.067 × 10⁻³ eV above −J. For the five lowest levels the formula deviates from the full result by less than 0.1 percent of each level. The levels l = 1 and l = −1, which would coincide without flux, differ by more than a factor of two. The agreement with the full result supports the size of the connection, and the scalar term as well: without that term the lowest level would be 0.070 units instead of 0.264. The sign of the connection is not tested here, because replacing Q by −Q only exchanges the levels l and −l. It is tested by the loop phase in section 13.

## 16. How adiabatic is the electron?

For the stated kinetic energy ħv = 8.73 eV Å.

**Circular path.** On the circle of 80 Å the turning rate is ħω = 8.73/80 eV = 0.109 eV. The predicted extra phase is

δ = π × 0.109 × 0.778/(4 × 0.5) = 0.133 rad,

where 0.778 is sin²θ. A time-dependent calculation of the spin gives 0.143 rad beyond the dynamical and Berry phases. This is about 2 percent of a full turn of 2π and about 9 percent of the Berry phase of 1.66 rad, so at this speed the adiabatic value is a fair first approximation. The prediction for δ itself is about 7 percent too low relative to the calculated value. At one tenth of the speed, calculation and prediction are 0.0134 and 0.0133 rad. The excess phase has dropped by about a factor of ten, and the Berry phase remains.

**Straight crossing.** On a line through the centre the spin turns fastest where |θ′| = 0.02535 Å⁻¹. The estimated wrong-spin probability is

(8.73 × 0.02535/(4 × 0.5))² = 0.0122.

The time-dependent calculation finds a largest value of 0.0132. At a quarter of the speed the two numbers are 7.65 × 10⁻⁴ and 7.69 × 10⁻⁴. The estimate becomes better as the motion becomes slower, as a leading-order result should.

## 17. Conditions for the result

The flux h/e belongs to an electron whose spin follows the texture. Dividing all lengths of a skyrmion by λ raises the largest wrong-spin probability during the crossing by about λ², as long as this probability stays near one percent or below. This is the same factor by which the field grows. For very small skyrmions, or for weak exchange, the description by a single band with a fixed flux breaks down, although Q of the texture is still an integer.

In a metal both bands may be occupied. Their electrons feel opposite fields. If both bands have the positive mass m assumed here, electrons moving the same way are deflected to opposite sides, and the two groups partly cancel in a transverse voltage. In a real metal the curvature of the bands matters as well, and a hole-like band reverses its contribution. Scattering, which was left out, sets further limits: the single-band picture needs a level broadening small compared with 2J, and it needs the spin to survive the crossing without a spin-flip collision. Spin-orbit coupling, also left out, adds an anomalous Hall voltage of its own. The voltage cannot be read off from the flux alone.

The integer also rests on a smooth n of unit length. If the exchange splitting vanishes at some point, the two bands touch there, the spin direction of the lower band is undefined, and the argument with small cells fails. In this way Q can change when a skyrmion is created or destroyed inside the film. A skyrmion can also enter or leave through the edge of the film, where n is then not uniform on the boundary. A moving texture would add an emergent electric field, which the static treatment given here does not contain.

The main computed values, with the remaining radii and levels, are listed in the numerical output below.

Computed results

```
skyrmion radius R = 100 angstrom
wall width = 40 angstrom
exchange J = 0.50 eV, band splitting 2J = 1.00 eV
kinetic energy = 5.0 eV
hbar^2/2m = 3.8100 eV angstrom^2
hbar*v = 8.729 eV angstrom
radius (angstrom), polar angle (deg), flux inside (h/e),
  Berry phase from eigenvectors, reduced to 0..2pi (rad):
  50  150.34  -0.06551  0.4116
  80  118.12  -0.26436  1.6610
  100  90.00  -0.50000  3.1416
  150  31.79  -0.92501  5.8120
  200  9.32  -0.99340  6.2417
  300  0.77  -0.99995  6.2829
total flux from plaquettes (h/e):
  core down, winding 1: -1.00000
  same, helicity 90 deg: -1.00000
  core down, winding -1: 1.00000
  core up, winding 1: 1.00000
  core down, winding 2: -2.00000
  core down, stretched by 1.5: -1.00000
  upper band, core down, winding 1: 1.00000
flux quantum h/e = 4.135668e-15 Wb
total flux of the skyrmion = -4.1357e-15 Wb
explicit-gauge integral, r = 0.01 angstrom: -6.28319 rad
explicit-gauge integral, r = 600 angstrom: -0.00000 rad
outer minus inner = 6.28319 rad
strongest emergent field at r = 90.5 angstrom
  its value = -2.1202e-05 (h/e)/angstrom^2
  converted = -8.768 T
field near the centre = -2.248 T
ring r = 80 angstrom, hbar^2/2mr^2 = 5.9531e-04 eV
ring levels above -J: full, emergent-flux formula (eV):
  1.5730e-04  1.5737e-04
  4.3787e-04  4.3794e-04
  1.0668e-03  1.0674e-03
  1.9085e-03  1.9091e-03
  3.1664e-03  3.1681e-03
loop r = 80 angstrom, phase beyond Berry: evolved, predicted (rad):
  full speed: 0.1428  0.1333
  one tenth speed: 0.01338  0.01333
largest slope of polar angle = 0.02535 rad/angstrom
largest wrong-spin probability in crossing: evolved, estimate:
  full speed: 0.01323  0.01224
  quarter speed: 0.000769  0.000765
```
